\section*{Inversion Charge at Twice the Fermi Potential}

\section{Where the zero comes from}

Q: The threshold of a MOS transistor is placed at a surface potential of twice the Fermi potential. The gate charge is then balanced against the charge of the depleted acceptors, and no electrons appear in the balance. I conclude that the inversion charge is zero there. Is it?

A: Write down the electron density at the surface first. Take a uniformly doped p-type semiconductor with acceptor density $N_A$, all ionized, and Boltzmann statistics. Let $x$ run from the oxide interface into the bulk. The potential $\psi(x)$ is zero deep in the bulk and $\psi_s>0$ at the surface. With $V_t=kT/q$ and intrinsic density $n_i$, define
\begin{equation}
\phi_F=V_t\ln\frac{N_A}{n_i}.
\end{equation}
The bulk hole density is $N_A$, so the bulk electron density is $n_i^2/N_A=N_Ae^{-2\phi_F/V_t}$. A positive potential attracts electrons and repels holes:
\begin{equation}
n=N_A\,e^{(\psi-2\phi_F)/V_t},\qquad p=N_A\,e^{-\psi/V_t}.
\label{eq:np}
\end{equation}
At $\psi_s=2\phi_F$ the surface electron density is $n_s=N_A$, as large as the acceptor density. The charge per area cannot be zero.

Q: A high density in a vanishingly thin layer could still be a vanishing charge. How thick is the layer?

A: The density falls by a factor $e$ when the potential falls by $V_t$. In a surface field $E_s$ this takes a distance of about $V_t/E_s$, so we need the field.

\section{The surface field}

Q: The field depends on the electrons you are trying to count. Can you find it without assuming they are negligible?

A: Yes, by integrating Poisson's equation once. The charge density is $q(p-n-N_A)$, and with permittivity $\varepsilon$
\begin{equation}
\frac{d^2\psi}{dx^2}=\frac{qN_A}{\varepsilon}
\left[1-e^{-\psi/V_t}+e^{(\psi-2\phi_F)/V_t}\right].
\end{equation}
I have dropped the bulk electron density, which is smaller than $N_A$ by $e^{-2\phi_F/V_t}$; the inversion charge will count electrons in excess of it. Multiply both sides by $d\psi/dx$. The left side becomes $\tfrac12\,d(d\psi/dx)^2/dx$. Integrate from the bulk, where $\psi$ and its slope vanish. With $E=-d\psi/dx$,
\begin{equation}
E^2=\frac{2qN_A}{\varepsilon}
\left[\psi-V_t+V_te^{-\psi/V_t}+V_te^{(\psi-2\phi_F)/V_t}\right],
\label{eq:first}
\end{equation}
again without a term of relative order $e^{-2\phi_F/V_t}$. Now set $\psi=\psi_s=2\phi_F$. The last term is $+V_t$ and cancels the $-V_t$. The hole term is exponentially small, and
\begin{equation}
E_s=\sqrt{\frac{2qN_A\psi_s}{\varepsilon}}.
\label{eq:Es}
\end{equation}

Q: That is the field of the depletion approximation, which has no electrons in it. You seem to have proved my point.

A: Gauss's law gives the magnitude of the total semiconductor charge, $\varepsilon E_s=Q_n+Q_B$, where $Q_n$ belongs to the electrons and $Q_B$ to acceptors not compensated by holes. Equation (\ref{eq:Es}) fixes the sum and does not say that $Q_n=0$. The depletion approximation assumes a sharp edge, with no holes on one side and neutrality on the other. The real edge is gradual, which is the origin of the $-V_t$. At this surface potential the electrons make up the charge missing from the sharp-edge estimate.

This also explains what the usual threshold formula gets right. For a gate voltage $V_G$, flat-band voltage $V_{FB}$ and oxide capacitance per area $C_{ox}$,
\begin{equation}
V_G-V_{FB}=\psi_s+\frac{\varepsilon E_s}{C_{ox}}
=2\phi_F+\frac{\sqrt{2q\varepsilon N_A(2\phi_F)}}{C_{ox}} .
\label{eq:VT}
\end{equation}
Within this model it gives the gate voltage at which $\psi_s=2\phi_F$, up to exponentially small terms, although its derivation may have ignored the electrons.

\section{Counting the electrons}

Q: Then separate the electrons from the sum.

A: Since $dx=-d\psi/E$, change the variable from position to potential:
\begin{equation}
Q_n=q\int_0^\infty (n-n_b)\,dx=q\int_0^{\psi_s}\frac{n(\psi)-n_b}{E(\psi)}\,d\psi .
\label{eq:Qn}
\end{equation}
Here $n_b=n_i^2/N_A$ is the bulk electron density; without its subtraction the integral over $x$ would diverge. By (\ref{eq:np}) and (\ref{eq:first}), $n(\psi)$ and $E(\psi)$ are fixed functions that do not contain $\psi_s$. It enters through the upper limit alone, so, with $n_b$ negligible beside the surface density $n_s$,
\begin{equation}
\frac{dQ_n}{d\psi_s}=\frac{qn_s}{E_s},\qquad
\frac{dQ_B}{d\psi_s}=\frac{q(N_A-p_s)}{E_s},
\end{equation}
where $p_s$ is the surface hole density. At $\psi_s=2\phi_F$ we have $n_s=N_A$ and negligible $p_s$. Both derivatives equal
\begin{equation}
\frac{qN_A}{E_s}=\sqrt{\frac{q\varepsilon N_A}{2\psi_s}}\equiv C_d .
\label{eq:Cd}
\end{equation}
This is the depletion capacitance. Differentiating the depletion charge $\sqrt{2q\varepsilon N_A\psi_s}$ gives the same expression, and it equals $\varepsilon/W$ with the depletion width $W=\sqrt{2\varepsilon\psi_s/(qN_A)}$. At twice the Fermi potential a small change of surface potential therefore adds as much electron charge as bulk charge.

Q: That is a slope. I asked for the charge.

A: If $Q_n$ grows in proportion to $e^{\psi_s/V_t}$, it equals $V_t$ times its slope, which suggests $Q_n\approx V_tC_d$.

Q: ``If'' is the weak point. The field also changes with $\psi_s$, and the electrons contribute to it.

A: Then evaluate the integral. Put $\psi=\psi_s-V_tt$ and $a=\psi_s/V_t$, with $\psi_s=2\phi_F$. The density is $n=N_Ae^{-t}$, and (\ref{eq:first}) becomes
\begin{equation}
E^2=\frac{2qN_A}{\varepsilon}\left[\psi_s-V_tt-V_t+V_te^{-t}\right]
=E_s^2\left[1-\frac{t+1-e^{-t}}{a}\right].
\end{equation}
The hole term is left out, and so is $n_b$. Both matter only where $t$ is near $a$. We therefore stop the integral at $t=a/2$: up to there both are exponentially small, and the electrons beyond carry only a share of order $e^{-a/2}$. With $d\psi=-V_t\,dt$ and $qN_A/E_s=C_d$,
\begin{equation}
Q_n=V_tC_d\int_0^{a/2} e^{-t}
\left[1-\frac{t+1-e^{-t}}{a}\right]^{-1/2}dt .
\end{equation}
For large $a$ expand $(1-y)^{-1/2}=1+y/2+3y^2/8+\dots$ and extend each integral to infinity, again at an exponentially small cost. The terms are
\begin{align}
\int_0^\infty e^{-t}dt&=1,\\
\int_0^\infty e^{-t}(t+1-e^{-t})\,dt&=1+1-\tfrac12=\tfrac32,\\
\int_0^\infty e^{-t}(t+1-e^{-t})^2dt&=5-\tfrac32+\tfrac13=\tfrac{23}{6}.
\end{align}
In the last line, 5 comes from $(t+1)^2$, $-\tfrac32$ from the cross term and $\tfrac13$ from $e^{-2t}$. Multiplying by $1$, $1/(2a)$ and $3/(8a^2)$,
\begin{equation}
Q_n=V_tC_d\left[1+\frac{3}{4a}+\frac{23}{16a^2}+\dots\right].
\label{eq:result}
\end{equation}
The condition is $\psi_s\gg V_t$. The leading term is $qN_A(V_t/E_s)$, the layer guessed at the start: density $N_A$, thickness $V_t/E_s$.

Q: How can one then neglect it in the threshold voltage?

A: Compare it with the total charge, $\varepsilon E_s=2\psi_sC_d$. The share is $Q_n/(\varepsilon E_s)\approx V_t/(2\psi_s)=1/(2a)$. It is small in the charge balance, but a small share is not a zero charge.

\section{Numbers for a transistor}

Q: Give me a case.

A: Take a long-channel silicon device with an oxide as thick as in the 0.35 micrometre generation and a light channel doping: $N_A=10^{17}$ cm$^{-3}$, a 7 nm oxide and a 10 $\mu$m channel at 300 K. Use $n_i=10^{10}$ cm$^{-3}$ and relative permittivities 11.7 and 3.9 for silicon and oxide. Then $V_t=25.85$ mV and $\phi_F=V_t\ln10^7=0.4167$ V, so $\psi_s=0.8334$ V and $a=32.24$. Equations (\ref{eq:Es}) and (\ref{eq:Cd}) give $E_s=0.161$ MV/cm, $W=104$ nm and $C_d=0.0998$ $\mu$F/cm$^2$. Hence
\begin{equation}
V_tC_d=25.85\ \mathrm{mV}\times0.0998\ \mu\mathrm{F/cm^2}
=2.58\ \mathrm{nC/cm^2}.
\end{equation}
The factor $1+3/(4a)=1.023$ raises this to 2.640 nC/cm$^2$. Integrating Poisson's equation numerically in $x$ from the bulk to the surface with a high-order Runge--Kutta method, and adding up the electrons on the way, gives 2.644 nC/cm$^2$, or $1.65\times10^{10}$ electrons per cm$^2$. The $1/a^2$ term accounts for most of the remaining difference.

The total charge is 166 nC/cm$^2$, of which the electrons are 1.6\%. The thickness $V_t/E_s$ is 1.61 nm. The mean electron depth from the integration is 1.69 nm, slightly more because the field weakens with depth.

Q: I know another formula, a difference of square roots. Does it agree?

A: That is the charge-sheet approximation, which treats the electrons as a layer of no thickness and subtracts the depletion charge from the total. In the form that omits the $-V_t$ of (\ref{eq:first}) from both charges, it gives at $\psi_s=2\phi_F$
\begin{equation}
\sqrt{2q\varepsilon N_A}\left(\sqrt{\psi_s+V_t}-\sqrt{\psi_s}\right)
=V_tC_d\left[1-\frac{1}{4a}+\dots\right],
\end{equation}
because $\sqrt{\psi_s+V_t}-\sqrt{\psi_s}=(V_t/2\sqrt{\psi_s})(1-V_t/4\psi_s+\dots)$. The leading term agrees and the first correction does not. Here it gives 2.560 nC/cm$^2$, about 3\% below the numerical value.

\section{Below and above}

Q: Does anything special happen to the charge at this potential?

A: As a function of $\psi_s$ it passes through smoothly. Several $V_t$ below $2\phi_F$ the electron term in (\ref{eq:first}) is negligible. The same integral, with $t+1$ in place of $t+1-e^{-t}$, gives
\begin{equation}
Q_n\approx V_tC_d(\psi_s)\,e^{(\psi_s-2\phi_F)/V_t}
\left[1+\frac{V_t}{\psi_s}\right],
\end{equation}
since $\int_0^\infty e^{-t}(t+1)\,dt=2$ is multiplied by $V_t/(2\psi_s)$. At 0.1 V below $2\phi_F$ the factor before the bracket is 0.0575 nC/cm$^2$, and the numerical charge is 0.0596 nC/cm$^2$. At 0.1 V above, the numerical charge is 94.5 nC/cm$^2$. The charge thus grows 44-fold over the lower 0.1 V and 36-fold over the upper. The growth slows because the electron term in (\ref{eq:first}) now raises the field and thins the layer. These are Boltzmann values; Fermi--Dirac statistics, with a conduction-band density of states of $2.7\times10^{19}$ cm$^{-3}$, lower the upper charge to about 92 nC/cm$^2$ and its growth to 35-fold.

Q: Then why does the gate seem to find a threshold?

A: Differentiate the gate balance $V_G-V_{FB}=\psi_s+(Q_n+Q_B)/C_{ox}$:
\begin{equation}
\frac{dV_G}{d\psi_s}=1+\frac{1}{C_{ox}}
\left(\frac{dQ_B}{d\psi_s}+\frac{dQ_n}{d\psi_s}\right).
\end{equation}
Here $C_{ox}=0.493$ $\mu$F/cm$^2$, so at $2\phi_F$ the derivative is $1+2(0.0998/0.493)=1.40$. The surface potential still follows the gate well. For $dQ_n/d\psi_s$ to reach $C_{ox}$, $n_s/E_s$ must grow by $0.493/0.0998=4.9$. At fixed field this takes $V_t\ln4.9=41$ mV more band bending, and a little more once the rise of $E_s$ is counted. Beyond that, most added gate voltage drops across the oxide, and the charge approaches linear growth with $V_G$.

The strong-inversion rule $Q_n=C_{ox}(V_G-V_T)$, with $V_T$ the gate voltage of (\ref{eq:VT}), assigns zero charge to this point by construction. The actual 2.64 nC/cm$^2$ corresponds to $Q_n/C_{ox}=5.4$ mV of overdrive in that rule. This is small beside an overdrive of one volt, but at threshold it is the whole inversion charge. It is not the main error of the rule above threshold. The surface potential keeps rising past $2\phi_F$, by 0.15 V at one volt of overdrive in our example. The charge there is 83\% of what the rule gives, and the tangent to $Q_n(V_G)$ extrapolates to zero about 0.13 V above $V_T$. These three numbers belong to the classical Boltzmann model, whose surface density at that bias already exceeds the conduction-band density of states. Fermi--Dirac statistics change them little (0.16 V, 82 to 83\%, 0.12 V), but a self-consistent Schr\"odinger--Poisson solution with a hard wall at the oxide gives about 0.22 V, 75\% and 0.16 V.

\section{Body bias}

Q: With the source reverse-biased against the body, is the charge at threshold the same?

A: It is smaller. Let $V_{SB}$ be the reverse bias, and take the electron quasi-Fermi level as flat across the depletion layer and fixed by the source. Then $2\phi_F$ in the electron density is replaced by $2\phi_F+V_{SB}$, and $n_s=N_A$ occurs at $\psi_s=2\phi_F+V_{SB}$. The algebra is unchanged, so (\ref{eq:result}) holds with this larger $\psi_s$ in $C_d$ and $a$. The surface density is as before, but the stronger field compresses the layer.

For $V_{SB}=2$ V, with doping and temperature held fixed, $\psi_s=2.833$ V and $C_d=0.0541$ $\mu$F/cm$^2$. Then $V_tC_d=1.40$ nC/cm$^2$, and the numerical classical charge is 1.41 nC/cm$^2$. Meanwhile the oxide voltage, proportional to $\sqrt{\psi_s}$, rises from 0.337 V to $0.337\sqrt{2.833/0.833}=0.622$ V. Measured from the source, the threshold voltage therefore rises by about 0.28 V. That is the body effect.

\section{What real silicon does to the number}

Q: Your layer is 1.6 nm thick. Can electrons there be treated as classical particles?

A: Not at this doping. To estimate the error, take a hard wall at the oxide and a constant field $E_s$. Motion normal to a (100) surface then has levels
\begin{equation}
\epsilon_i=z_i\left(\frac{\hbar^2}{2m}\right)^{1/3}(qE_s)^{2/3},
\end{equation}
where $-z_i$ are the zeros of the Airy function and $m$ is the mass along the normal. The classical partition function of this motion is $V_t/(E_s\lambda)$, with $\lambda=h/\sqrt{2\pi mkT}$. Motion along the surface contributes the same factor to both counts, so each valley's charge is multiplied by
\begin{equation}
R(m)=\frac{E_s\lambda}{V_t}\sum_i e^{-\epsilon_i/kT}.
\end{equation}
Two of the six valleys have $m=0.916$ and four have $m=0.190$ electron masses. Classically all six hold equal charge, so $R=\tfrac13R(0.916)+\tfrac23R(0.190)$. At 300 K and $\psi_s=2\phi_F$, with the classical ratio taken from the numerical integration:
\begin{center}
\begin{tabular}{ccc}
$N_A$ (cm$^{-3}$) & classical $Q_n/(V_tC_d)$ & $R$\\
$10^{15}$ & 1.036 & 0.90\\
$10^{16}$ & 1.029 & 0.70\\
$10^{17}$ & 1.025 & 0.32\\
$10^{18}$ & 1.022 & 0.04
\end{tabular}
\end{center}
For our transistor the charge drops to about 0.85 nC/cm$^2$. At fixed field, $V_t\ln(1/0.32)\approx29$ mV of extra band bending would restore the classical value. The hard wall and the constant field both push $R$ down. Levels computed in the curved classical potential give $R=0.335$ at $10^{17}$ cm$^{-3}$. Letting the wave function enter a 3.1 eV oxide barrier with mass 0.5 gives about 0.39, that is 1.0 nC/cm$^2$ and 24 mV, and raises $R$ at $10^{18}$ cm$^{-3}$ to about 0.07. The image force pushes the other way: the lower permittivity of the oxide repels an electron with an energy of about 15 meV nm$/x$. For a thick oxide this lowers the two barrier values to about 0.29 and 0.04; a gate only 7 nm away cancels part of it. With 2 V of body bias the stronger field takes the barrier value from 0.39 to 0.19, so the classical 1.41 nC/cm$^2$ becomes about 0.26 nC/cm$^2$. Doping matters as well. With an n$^+$ polysilicon gate our device has a threshold near 0.19 V; a threshold of 0.5 to 0.6 V needs 3 to $4\times10^{17}$ cm$^{-3}$, where $R$ without the image force lies between 0.13 and 0.20.

Q: So the result is false for your own example?

A: As a classical result it stands. As a prediction for this device it is roughly three times too high (2.6 to 3.4 over the estimates above), and at $10^{18}$ cm$^{-3}$ it fails by more than a factor of ten. At $10^{15}$ cm$^{-3}$ it is good to about ten percent as far as confinement goes. In none of these cases is the charge zero.

Q: Does anything else matter as much?

A: Of the effects I have sized, none does. An isolated acceptor level 45 meV above the valence band would leave about 92\% of the bulk acceptors ionized, by mass action with degeneracy factor four and a valence-band density of states of $2.4\times10^{19}$ cm$^{-3}$. The depleted acceptors are still ionized, so the field hardly changes, but $n_s$ at twice the corrected Fermi potential equals the smaller hole density, and the charge falls by about 8\%. A density of states of $3.1\times10^{19}$ cm$^{-3}$ would give 94\% and 6\%. At 85 $^\circ$C, with $n_i\propto T^{3/2}e^{-1.12\,\mathrm{eV}/2kT}$, $2\phi_F$ falls to 0.761 V and the classical $V_tC_d$ rises to 3.22 nC/cm$^2$, 25\% more. This holds the gap fixed; letting it shrink with temperature gives about 0.745 V and 3.26 nC/cm$^2$. The oxide field at threshold, $0.337\ \mathrm{V}/7\ \mathrm{nm}=0.48$ MV/cm, is far below the roughly 10 MV/cm at which such oxides break down.

Geometry and doping profile set further limits. The depletion width is 1\% of the 10 $\mu$m channel, but would be 30\% of a 0.35 $\mu$m one, where source and drain share the depletion charge and the one-dimensional field is no longer reliable. If the channel is implanted, its doping is not uniform. The classical estimate $qn_sV_t/E_s$ then needs the local density and field, and $n_s=N_A$ at $2\phi_F$ must be re-examined for the actual profile.
